\section*{Acoustic-phonon mobility of a nondegenerate oxide semiconductor}

\section*{Question}

Electrons occupy one isotropic parabolic valley of a crystalline oxide. The effective mass is $m=0.3\,m_e$, the longitudinal elastic constant is $C=200$ GPa, the deformation potential is $D=5$ eV and the temperature is $T=300$ K. A dilation $\nabla\cdot\mathbf u$ of the lattice shifts the band edge by $D\,\nabla\cdot\mathbf u$. The density of the crystal is $\rho$, its volume $V$, and longitudinal sound travels at $s=\sqrt{C/\rho}$. The electric field is weak, scattering conserves spin, and energies $E$ are measured from the band edge. Through part (f) the electrons are nondegenerate, and through part (g) longitudinal acoustic phonons are the sole scatterers.

\section*{(a) Find the squared matrix element for absorbing and emitting a phonon, and its high-temperature form.}

For longitudinal waves the polarization is $\mathbf q/q$ and the frequency is $\omega=sq$. The quantized displacement is
\begin{equation}
\mathbf u=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega}}\,\frac{\mathbf q}{q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
The divergence multiplies the two terms by $iq$ and $-iq$. Between plane waves, the first term takes $\mathbf k$ to $\mathbf k+\mathbf q$ and has the phonon factor $\sqrt N$. The second takes $\mathbf k$ to $\mathbf k-\mathbf q$ with the factor $\sqrt{N+1}$. Hence
\begin{equation}
|M|^2=\frac{D^2\hbar q^2}{2\rho V\omega}\binom{N}{N+1}=\frac{D^2\hbar q}{2\rho Vs}\binom{N}{N+1},\qquad N=\frac1{e^{\hbar sq/k_BT}-1}.
\end{equation}
If $\hbar sq\ll k_BT$, then $N\simeq k_BT/\hbar sq-\tfrac12$ and $N+1\simeq k_BT/\hbar sq+\tfrac12$. A given change $\mathbf k\to\mathbf k'$ can occur by either process. If the phonon energy is also neglected in energy conservation, the two strengths add and the halves cancel:
\begin{equation}
|M|^2_{\rm abs}+|M|^2_{\rm em}=\frac{D^2\hbar q}{2\rho Vs}\,\frac{2k_BT}{\hbar sq}=\frac{D^2k_BT}{VC}.\label{M}
\end{equation}
The last step uses $\rho s^2=C$. Long waves strain the lattice less per quantum but hold more quanta, and the two effects cancel. The sum depends neither on $q$ nor on the scattering angle.

\section*{(b) Find the scattering rate and the free path.}

The golden rule gives $W(\mathbf k\to\mathbf k')=(2\pi/\hbar)(D^2k_BT/VC)\,\delta(E'-E)$. The number of final states of the same spin per unit energy is
\begin{equation}
\sum_{\mathbf k'}\delta(E'-E)=\frac{V}{8\pi^3}\,\frac{4\pi k^2}{\hbar^2k/m}=\frac{Vmk}{2\pi^2\hbar^2}.
\end{equation}
Multiplication gives
\begin{equation}
\frac1\tau=\frac{D^2mk_BT\,k}{\pi\hbar^3C}=\frac{\sqrt2\,m^{3/2}D^2k_BT\sqrt E}{\pi\hbar^4C},\label{rate}
\end{equation}
where $k=\sqrt{2mE}/\hbar$ was used. The free path is
\begin{equation}
l=v\tau=\frac{\hbar k}{m}\,\frac{\pi\hbar^3C}{D^2mk_BTk}=\frac{\pi\hbar^4C}{m^2D^2k_BT}.
\end{equation}
A faster electron has more final states and scatters more often, in proportion to its speed. Its free path therefore does not depend on energy.

\section*{(c) Derive the drift mobility from the Boltzmann equation.}

Let the force on an electron have magnitude $eF$, and let $\alpha$ be the angle between $\mathbf k$ and the force. To first order in $F$ write
\begin{equation}
f=f_0\left[1+\frac{eF}{k_BT}X(k)\cos\alpha\right],\qquad f_0\propto e^{-E/k_BT}.
\end{equation}
The force changes $f$ at the rate $-eFv\cos\alpha\,\partial f_0/\partial E=+eFv\cos\alpha\,f_0/k_BT$. In a steady state, collisions must remove this. Detailed balance, $W(\mathbf k'\to\mathbf k)f_0(k')=W(\mathbf k\to\mathbf k')f_0(k)$, lets both collision terms be written with outward rates. Averaging over directions around $\mathbf k$ replaces $\cos\alpha'$ by $\cos\alpha\cos\theta$, where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. The result is
\begin{equation}
v(k)=\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\left[X(k)-X(k')\cos\theta\right].\label{BTE}
\end{equation}
The drift velocity is the average of $v\cos\alpha$. Since $\cos^2\alpha$ averages to $1/3$,
\begin{equation}
\mu=\frac{e}{3k_BT}\langle vX\rangle,\label{muX}
\end{equation}
with a Maxwell average over states. Here the scattering is elastic and isotropic, so the term in $\cos\theta$ sums to zero and $X=v\tau=l$.

Insert $v^2=2E/m$ and a density of states proportional to $\sqrt E$. Integration by parts gives $\int E^{3/2}e^{-E/k_BT}dE=\tfrac32k_BT\int E^{1/2}e^{-E/k_BT}dE$, and therefore
\begin{equation}
\mu=\frac em\langle\langle\tau\rangle\rangle,\qquad
\langle\langle\tau\rangle\rangle=\frac{\int\tau E^{3/2}e^{-E/k_BT}dE}{\int E^{3/2}e^{-E/k_BT}dE}.
\end{equation}
With $x=E/k_BT$, equation (\ref{rate}) reads $\tau=\tau_0x^{-1/2}$, where $\tau_0$ is the value at $E=k_BT$. Then
\begin{equation}
\langle\langle\tau\rangle\rangle=\tau_0\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4\tau_0}{3\sqrt\pi},\qquad
\tau_0=\frac{\pi\hbar^4C}{\sqrt2\,m^{3/2}D^2(k_BT)^{3/2}}.
\end{equation}
The numerical factors combine as $4\pi/(3\sqrt\pi\sqrt2)=2\sqrt{2\pi}/3$, so
\begin{equation}
\boxed{\mu=\frac{2\sqrt{2\pi}\,e\hbar^4C}{3m^{5/2}D^2(k_BT)^{3/2}}}\label{mu}
\end{equation}
One factor $T^{-1}$ comes from the number of phonons and $T^{-1/2}$ from the electron speed. Of the mass exponent, $3/2$ comes from the density of states and $1$ from the inertia. The formula diverges as $T\to0$. Equipartition fails before that limit is reached, but this does not remove the divergence: the phonons needed for scattering freeze out, and the mobility of this model rises even faster than the formula says.

\section*{(d) Evaluate the mobility.}

In SI units $m=2.733\times10^{-31}$ kg, $D=8.011\times10^{-19}$ J and $k_BT=4.142\times10^{-21}$ J. Therefore
\begin{align}
\tau_0&=\frac{\pi(1.0546\times10^{-34})^4(2\times10^{11})}{\sqrt2\,(2.733\times10^{-31})^{3/2}(8.011\times10^{-19})^2(4.142\times10^{-21})^{3/2}}\ {\rm s}\nonumber\\
&=\frac{7.77\times10^{-125}}{3.456\times10^{-113}}\ {\rm s}=2.25\ {\rm ps}.
\end{align}
The transport average is $0.752\,\tau_0=1.69$ ps, and
\begin{equation}
\mu=\frac{(1.602\times10^{-19})(1.691\times10^{-12})}{2.733\times10^{-31}}=0.99\ {\rm m^2/Vs}\simeq9900\ {\rm cm^2/Vs}.
\end{equation}
The free path is $l\simeq390$ nm. Since $\mu\propto D^{-2}$, an error of 10\% in $D$ alone changes the result by about 20\%.

\section*{(e) What mobility would a weak-field Hall measurement give?}

Add a magnetic field $\mathbf B$, and let $\mathbf P=-e\mathbf F$ be the electric force. Write the change of the distribution as $f_1=(-\partial f_0/\partial E)\,\mathbf v\cdot\mathbf G(E)$. The magnetic force is perpendicular to $\mathbf v$, so it does not act on functions of energy; it acts on the factor $\mathbf v$. The Boltzmann equation becomes
\begin{equation}
\frac{\mathbf G}{\tau}=\mathbf P+\frac em\mathbf B\times\mathbf G
\quad\Rightarrow\quad
\mathbf G\simeq\tau\mathbf P+\frac{e\tau^2}{m}\mathbf B\times\mathbf P .
\end{equation}
The current density, for $n$ electrons per volume, is $-en\langle\langle\mathbf G\rangle\rangle/m$:
\begin{equation}
\mathbf j=\frac{ne^2}{m}\left[\langle\langle\tau\rangle\rangle\mathbf F+\frac em\langle\langle\tau^2\rangle\rangle\mathbf B\times\mathbf F\right].
\end{equation}
With $\mathbf B$ along $z$ and $j_y=0$, the transverse field is $F_y=-(eB/m)F_x\langle\langle\tau^2\rangle\rangle/\langle\langle\tau\rangle\rangle$. Dividing by $j_xB$ gives the Hall coefficient
\begin{equation}
R_H=-\frac{r}{ne},\qquad r=\frac{\langle\langle\tau^2\rangle\rangle}{\langle\langle\tau\rangle\rangle^2}
=\frac{\Gamma(3/2)/\Gamma(5/2)}{16/9\pi}=\frac23\,\frac{9\pi}{16}=\frac{3\pi}8=1.178.
\end{equation}
The Hall mobility $|R_H|\sigma=r\mu$, with $\sigma=ne\mu$, is about $11\,700$ cm$^2$/Vs. The density inferred from $1/e|R_H|$ is $n/r$, which is 15\% below $n$. The expansion requires $\mu B\ll1$, hence fields well below 1 T here.

\section*{(f) Are the phonon energies negligible? Take $\rho=7000$ kg/m$^3$.}

The sound speed is $s=\sqrt{2\times10^{11}/7000}=5.35$ km/s. Let $k_T=\sqrt{2mk_BT}/\hbar$ be the wave number at $E=k_BT$. Elastic backscattering there needs $q=2k_T$, with phonon energy $2\hbar sk_T=3.2$ meV, or $0.12\,k_BT$. This ratio equals $4\delta$, where $\delta=ms/\hbar k_T=0.031$.

To see how the error enters, put $k=k_T$ and $p=q/k_T$. The phase space $q^2dq$, the strength proportional to $q$, and a factor $1/q$ from the energy delta function leave $p^2dp$. Energy conservation allows $q$ up to $2(k+ms/\hbar)$ in absorption and $2(k-ms/\hbar)$ in emission. With $N\simeq1/(2\delta p)-1/2+\delta p/6$, the rate is proportional to
\begin{align}
&\int_0^{2(1+\delta)}p^2N\,dp+\int_0^{2(1-\delta)}p^2(N+1)\,dp\nonumber\\
&\quad\simeq\frac2\delta(1+\delta^2)-8\delta+\frac43\delta
=\frac2\delta\left(1-\frac73\delta^2\right).
\end{align}
The first-order errors cancel between absorption and emission. The remaining reduction of the rate is 0.2\%.

The mobility also contains the return of scattered electrons. Equation (\ref{BTE}) was therefore solved numerically with the full $N$ and the true final energies, on a grid of $k$ with linear interpolation and Gauss--Legendre quadrature over $q$. Equation (\ref{muX}) then gives 9940 cm$^2$/Vs, which is 0.2\% above the closed formula. The quasi-elastic approximation is good for these data.

\section*{(g) How does the acoustic mobility change when the electrons become degenerate?}

For elastic scattering the Pauli blocking factors cancel between the inward and outward terms, so $\tau(E)$ is unchanged. The weight $e^{-x}$ is replaced by $-\partial f_0/\partial x$, with $f_0=1/(e^{x-\eta}+1)$ and $\eta$ the Fermi level in units of $k_BT$. Integration by parts gives
\begin{equation}
\int_0^\infty x\left(-\frac{\partial f_0}{\partial x}\right)dx=\int_0^\infty f_0\,dx=\ln(1+e^\eta),
\end{equation}
\begin{equation}
\int_0^\infty x^{3/2}\left(-\frac{\partial f_0}{\partial x}\right)dx=\frac32\int_0^\infty\sqrt x\,f_0\,dx=\frac{3\sqrt\pi}4\,\frac n{N_c}.
\end{equation}
The last form uses $n=N_c(2/\sqrt\pi)\int\sqrt x f_0dx$, with $N_c=2(mk_BT/2\pi\hbar^2)^{3/2}=4.12\times10^{18}$ cm$^{-3}$. Dividing the ratio of these integrals by its nondegenerate value $4/(3\sqrt\pi)$ gives
\begin{equation}
\frac{\mu(n)}{\mu}=\frac{N_c}{n}\ln(1+e^\eta).
\end{equation}
The Fermi level follows from $n$ by numerical root finding. At $10^{17}$ cm$^{-3}$, $\eta=-3.7$ and the mobility falls by 0.4\%. At $10^{20}$ cm$^{-3}$, $\eta=10.05$ and the ratio is $0.0412\times10.05=0.41$, or about 4100 cm$^2$/Vs.

In the metallic limit, $n/N_c\to4\eta^{3/2}/(3\sqrt\pi)$ and the ratio tends to $3\sqrt\pi/(4\sqrt\eta)$. The carriers at the Fermi level are faster than thermal ones, while their free path is the same. At fixed $n$ the mobility then varies as $T^{-1}$, as long as $k_BT$ still exceeds the phonon energies at twice the Fermi wave number so that equipartition holds, and the Hall factor tends to one because a single energy matters. Screening of the deformation potential is omitted. It would weaken the scattering, and at $10^{20}$ cm$^{-3}$ its effect need not be small. The value of 4100 cm$^2$/Vs therefore belongs to the unscreened parabolic model and does not predict the mobility of a real crystal.

\section*{(h) Does the result predict the mobility of an oxide film?}

It does not, because other scatterers act. Take rough oxide values: static and high-frequency permittivities $\epsilon_s=9$ and $\epsilon_\infty=4$, one polar optical phonon with $\hbar\omega_0=50$ meV, and $10^{17}$ cm$^{-3}$ singly ionized donors with as many electrons.

The polar coupling $g_q$ follows from the force between two static charges. Exchange of phonons contributes $-2|g_q|^2/\hbar\omega_0$ to each Fourier component of their energy. It must turn Coulomb repulsion screened by $\epsilon_\infty$ into repulsion screened by $\epsilon_s$, so
\begin{equation}
|g_q|^2=\frac{e^2\hbar\omega_0}{2\epsilon_0Vq^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right),
\end{equation}
times $N_0$ for absorption or $N_0+1$ for emission, with $N_0=0.17$ the thermal occupation. For random donors of density $N_i$ the intensities add:
\begin{equation}
|M|^2=\frac{N_i}{V}\left[\frac{e^2}{\epsilon_0\epsilon_s(q^2+\kappa^2)}\right]^2,\qquad
\kappa^2=\frac{e^2n}{\epsilon_0\epsilon_sk_BT},
\end{equation}
with screening length $1/\kappa=11$ nm. The numerical solution of (\ref{BTE}) gives these mobilities:

\begin{center}
\begin{tabular}{lr}
Scatterer & $\mu$ (cm$^2$/Vs)\\
acoustic phonons & 9940\\
ionized donors & 5200\\
polar optical phonons & 170\\
all three together & 150
\end{tabular}
\end{center}

The acoustic result exceeds the joint one by a factor of about 66. Adding the three reciprocal mobilities would give about 163 cm$^2$/Vs instead of 150, some 9\% too high. That rule fails here because the mechanisms weight electron energies differently. The polar result itself rests on the golden rule, although the dimensionless coupling
\begin{equation}
\frac{e^2}{4\pi\epsilon_0\hbar}\sqrt{\frac m{2\hbar\omega_0}}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)=1.3
\end{equation}
is not small. It is an estimate. The donor result uses the golden rule too, which requires $ka_d\gg1$, where $a_d=4\pi\epsilon_0\epsilon_s\hbar^2/me^2=1.6$ nm is the Bohr radius of a donor. At $E=k_BT$ the product is only 0.7, so the donor mobility is also an estimate, good to roughly 10\%. The binding energy $\hbar^2/2ma_d^2=50$ meV is about $2k_BT$, so some donors would be neutral at 300 K; their scattering is left out.

Three further corrections apply to the acoustic-only model.

\emph{Band shape.} Let $\gamma(E)=E(1+E/E_g)=\hbar^2k^2/2m$, with a rough gap $E_g=3$ eV. Then $v^2\propto\gamma/\gamma'^2$ and the density of states is proportional to $\sqrt\gamma\,\gamma'$. The latter cancels against $\tau$ in the numerator of the mobility:
\begin{equation}
\mu\propto\frac{\int(\gamma/\gamma'^2)e^{-E/k_BT}dE}{\int\sqrt\gamma\,\gamma'e^{-E/k_BT}dE}.
\end{equation}
For nondegenerate electrons quadrature gives a reduction of 8\%, with changes in the overlap of band states left out. At $10^{20}$ cm$^{-3}$ the reduction is larger, because the electrons that carry the current lie higher in the band.

\emph{Grains.} Suppose boundaries randomize the direction of motion and are met at random, with a constant chance per unit path and a mean spacing $L=50$ nm. The inverse paths then add. The mobility falls to $9916/(1+391.5/50)\simeq1100$ cm$^2$/Vs. Boundaries that trap charge and form potential barriers, as they often do in real films, are not described by this model.

\emph{Heating.} Suppose the electrons keep a Maxwell distribution at temperature $T_e$. With a constant free path, (\ref{muX}) gives $\mu(T_e)=\mu\sqrt{T/T_e}$. The heating power $e\mu(T_e)F^2$ was equated to the net energy passed to acoustic phonons, summed numerically over emission and absorption. A rise of 10\% in $T_e$ needs 33 V/cm. Polar phonons would add a cooling path and lower the mobility, so a real oxide needs a larger field for the same rise.

The parameters lie in the regime of crystalline indium oxide, whose good crystals have room-temperature mobilities of very roughly 100 to 200 cm$^2$/Vs. The joint estimate has that size; the acoustic limit does not. Of the assumptions sized here, the one that fails most severely is that acoustic phonons are the sole scatterers. In amorphous indium-based oxides, mobilities are lower still, from roughly ten to several tens of cm$^2$/Vs, and disorder removes the basis for plane-wave states with a free path of hundreds of nanometres. Mass anisotropy, shear coupling and additional polar modes are also absent from these estimates. The value of 9900 cm$^2$/Vs is the contribution of one mechanism in an ideal crystal.

Numbers in the example were calculated in double precision.
